# Rashba's equilibrium spin current is cubic in coupling and delivers no spin

## What symmetry and dimensions allow

Consider a two-dimensional electron gas in equilibrium, with no applied field and with the Rashba Hamiltonian

$$H=\frac{\hbar^2k^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x).$$

Let $J_{xy}$ be the current of the spin component $s_x$ along $y$. With spin measured in units of angular momentum, $J_{xy}$ is an energy per length. Reflection in the plane of the gas leaves $k_x,k_y$ alone and reverses $\sigma_x,\sigma_y$, because spin is an axial vector. It therefore turns $\alpha$ into $-\alpha$ and $J_{xy}$ into $-J_{xy}$, so the current is odd in $\alpha$. At zero temperature the other quantities available are $\hbar^2/m$ and the chemical potential $\mu$. If the current has an expansion at small $\alpha$, it must read

$$J_{xy}=c_1\frac{m\mu\alpha}{\hbar^2}+c_3\frac{m^2\alpha^3}{\hbar^4}+c_5\frac{m^3\alpha^5}{\hbar^6\mu}+\dots$$

Time reversal does not forbid these terms: it reverses both spin and velocity, and their product survives.

The first coefficient vanishes. Define $\kappa=m\alpha/\hbar^2$ and complete the square:

$$H=\frac{\hbar^2}{2m}\left[(k_x-\kappa\sigma_y)^2+(k_y+\kappa\sigma_x)^2\right]-\frac{\hbar^2\kappa^2}{m}.$$

Near a chosen origin, the position-dependent spin rotation $U=1-i\kappa(\sigma_xy-\sigma_yx)$ gives $U^\dagger(k_y+\kappa\sigma_x)U=k_y$ to first order in $\kappa$, and likewise for $x$. The Hamiltonian becomes that of free electrons. The spin operator becomes $\sigma_x-2\kappa x\sigma_z$, which has zero trace over spin, so its current vanishes in an unpolarized free gas. Hence $c_1=0$, and the leading possible term is cubic. The second-order terms cannot be rotated away in this manner because $\sigma_x$ and $\sigma_y$ do not commute.

## The belief and its appeal

The belief is that a nonzero spin current means that spin is being carried from one place to another, so that it must collect where the current stops. For charge the corresponding statement is sound: a steady charge current entering a closed end would charge it. The usual spin-current operator looks like a faithful copy of the charge current, spin times velocity:

$$J_{ij}=\left\langle\tfrac12\{s_i,v_j\}\right\rangle\ \text{per unit area},\qquad s_i=\frac{\hbar}{2}\sigma_i,\qquad v_j=\frac1\hbar\frac{\partial H}{\partial k_j}.$$

The anticommutator makes the product Hermitian. If this quantity vanished in equilibrium, the belief would do no harm there. It does not vanish.

## The sum over occupied states

Write $\mathbf k=k(\cos\theta,\sin\theta)$. The spin term is $\alpha k(\sigma_x\sin\theta-\sigma_y\cos\theta)$, that is, $\alpha k$ times the spin along a unit vector. Its eigenvalues are $\lambda\alpha k$ with $\lambda=\pm1$, so for $\alpha>0$

$$E_\lambda=\frac{\hbar^2k^2}{2m}+\lambda\alpha k,\qquad \langle\sigma_x\rangle=\lambda\sin\theta,\quad\langle\sigma_y\rangle=-\lambda\cos\theta,\quad\langle\sigma_z\rangle=0.$$

The velocity is $v_y=\hbar k_y/m+\alpha\sigma_x/\hbar$. Since $\sigma_x^2=1$, one state contributes

$$\frac\hbar2\left(\frac{\hbar k_y}{m}\langle\sigma_x\rangle+\frac\alpha\hbar\right)=\frac12\left(\frac{\lambda\hbar^2k}{m}\sin^2\theta+\alpha\right).$$

I call the first part kinetic and the second anomalous. The average of $\sin^2\theta$ is $1/2$, and the sum over states per area is $\int k\,dk/2\pi$ after that average.

For $\mu>0$ both branches are filled from $k=0$ to their Fermi radii. The condition $E_\lambda=\mu$ is $k^2+2\lambda\kappa k=2m\mu/\hbar^2$, with positive root

$$k_\pm=K\mp\kappa,\qquad K^2=\kappa^2+\frac{2m\mu}{\hbar^2}.$$

Using $\alpha=\hbar^2\kappa/m$ and integrating over $k$,

$$J_{xy}=\frac{\hbar^2}{4\pi m}\left[\frac{k_+^3-k_-^3}{6}+\frac{\kappa}{2}(k_+^2+k_-^2)\right].$$

The two combinations are $k_+^3-k_-^3=-6K^2\kappa-2\kappa^3$ and $k_+^2+k_-^2=2K^2+2\kappa^2$. The bracket is therefore

$$-K^2\kappa-\frac{\kappa^3}{3}+K^2\kappa+\kappa^3=\frac{2\kappa^3}{3},$$

and

$$\boxed{J_{xy}=\frac{\hbar^2\kappa^3}{6\pi m}=\frac{m^2\alpha^3}{6\pi\hbar^4}}\qquad(T=0,\ \mu>0).$$

All dependence on $\mu$ has cancelled, so the series stops at its cubic term in this model. For $J_{yx}$ the velocity $v_x=\hbar k_x/m-\alpha\sigma_y/\hbar$ reverses both parts, giving $J_{yx}=-J_{xy}$. The components $J_{xx}$ and $J_{yy}$ vanish because $\sin\theta\cos\theta$ averages to zero and $\{\sigma_x,\sigma_y\}=0$.

## A number that refutes the transport reading

Take rough values in the regime of an InAs-type quantum well: $m=0.04\,m_e$, $\alpha=20$ meV nm and density $n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$. Then $\hbar^2/m=1905$ meV nm² and $\kappa=20/1905=0.0105\ \mathrm{nm^{-1}}$. The density is

$$n=\frac{k_+^2+k_-^2}{4\pi}=\frac{m\mu}{\pi\hbar^2}+\frac{\kappa^2}{\pi},$$

which gives $\mu=59.6$ meV, so both branches are occupied.

The anomalous part is $\alpha n/2=0.100000$ meV/nm and the kinetic part is $-0.099883$ meV/nm. What remains is

$$J_{xy}=\frac{1905\times(0.0105)^3}{6\pi}\ \mathrm{meV/nm}=1.17\times10^{-4}\ \mathrm{meV/nm}.$$

The anomalous part is 855 times larger than the result, so a calculation that omits it gets both the sign and the size wrong.

Divide by $\hbar/2$ to count spins: the current is 355 spins per µm of edge per ns. Multiplied by the electron charge, that rate would be 57 nA/µm. Read as transport, it would bring 355 spins to each micrometre of edge in one nanosecond. Spread over a depth $1/\kappa=95$ nm, they would make about 3700 spins per µm². The gas holds $10^4$ electrons per µm², so the edge would become 37% polarized in a nanosecond, with no battery, and would continue from there.

The actual spin density is zero. The equilibrium state is a function of the Hamiltonian, $\rho=f(H)$, and commutes with it. For any local spin operator $S$,

$$\frac{d\langle S\rangle}{dt}=\frac i\hbar\mathrm{Tr}\left(\rho[H,S]\right)=\frac i\hbar\mathrm{Tr}\left([\rho,H]S\right)=0.$$

Nothing accumulates. Time reversal then fixes the constant value: it leaves $H$, and hence $\rho$, unchanged and reverses $S$, so $\langle S\rangle=-\langle S\rangle=0$. This holds at every point, including points at a wall, and with static nonmagnetic disorder. A magnetic field or a magnetization removes the second step, and an applied bias removes the assumption $\rho=f(H)$.

## Where the current goes at a wall

The spin current must nevertheless stop at a wall. To see how it does so without leaving spin behind, follow $s_x$ in a strip that is uniform along $x$ and has hard walls in $y$. For a state $\psi(y)e^{ik_xx}$ the three parts of the Hamiltonian that matter act as follows.

The kinetic term gives $\dot\psi=(i\hbar/2m)\partial_y^2\psi$. Its contribution to $\partial_t(\psi^\dagger s_x\psi)$ is

$$-\frac{\hbar^2}{2m}\mathrm{Im}(\psi^\dagger\sigma_x\partial_y^2\psi)=-\partial_y\left[\frac{\hbar^2}{2m}\mathrm{Im}(\psi^\dagger\sigma_x\partial_y\psi)\right],$$

because $\partial_y\psi^\dagger\sigma_x\partial_y\psi$ is real. The term $\alpha\sigma_xk_y$ gives $\dot\psi=-(\alpha/\hbar)\sigma_x\partial_y\psi$ and contributes $-\partial_y(\alpha\psi^\dagger\psi/2)$. These two brackets together are the local form of $J_{xy}$.

The term $-\alpha\sigma_yk_x$ does not commute with $s_x$. From $[\sigma_y,\sigma_x]=-2i\sigma_z$,

$$\frac i\hbar\left[-\alpha k_x\sigma_y,\frac\hbar2\sigma_x\right]=-\alpha k_x\sigma_z.$$

The spin balance is therefore

$$\partial_t\langle s_x\rangle+\partial_yJ_{xy}=T_x,\qquad T_x=-\alpha\langle k_x\sigma_z\rangle,$$

where the averages are local densities summed over occupied states. The torque $T_x$ has no counterpart for charge, and the belief leaves it out.

In the bulk $\langle\sigma_z\rangle=0$ for each plane-wave state, so a uniform current needs no torque. In a strip, incoming and reflected waves interfere and give single states a local $\sigma_z$, but far from the walls this cancels in the sum over states. At a hard wall $\psi=0$, and both parts of $J_{xy}$ vanish. In equilibrium the time derivative is zero, so integration from the lower wall into the bulk gives

$$\int_{\text{lower edge}}T_x\,dy=J_{xy}^{\rm bulk},\qquad \int_{\text{upper edge}}T_x\,dy=-J_{xy}^{\rm bulk}.$$

Precession in the spin-orbit field creates the current at one edge and removes it at the other. The torque is compatible with zero spin density: right movers and left movers have opposite $\sigma_z$ near the wall, their spins cancel, and their products $k_x\sigma_z$ add.

A strip with strong coupling shows this on a visible scale. Set $\hbar=m=\alpha=1$, width 30, $\mu=1.5$ and $k_BT=0.2$. For each $k_x$ I expanded the states in functions that vanish at the walls, diagonalized the Hamiltonian, and summed with Fermi occupations. Sine functions converge slowly near a wall, because the Rashba term makes $\partial_y^2\psi$ nonzero there: 80 of them give 0.0238 at distance 0.5. The table therefore uses differences of Legendre polynomials, $P_n-P_{n+2}$, for which 100 and 125 functions agree in every digit shown. The bulk formula, averaged thermally as described below, gives $J_{xy}=0.05305$.

| Distance from wall | $J_{xy}$ |
|---|---|
| 0.5 | 0.03361 |
| 1 | 0.07338 |
| 2 | 0.05082 |
| 4 | 0.05321 |
| 15 | 0.05305 |

The current overshoots its bulk value by about 40% near distance 1. Since $\partial_yJ_{xy}=T_x$, its later fall means that the torque is negative in part of the edge region. The torque integrated over the lower half of the strip is $0.05305$, and over the upper half $-0.05305$. States with $k_x>0$ alone carry a density of $s_z$ that reaches about 0.02 in these units, while the total spin density is zero to rounding error.

## A detector without spin-orbit coupling

One might object that the torque merely hides spin that a suitable contact could collect. Let $\alpha$ fall to zero beyond some line, and let the region beyond end at a wall. The term $\alpha\sigma_xk_y$ is then replaced by its Hermitian form $\tfrac12\sigma_x\{\alpha(y),k_y\}$. Where $\alpha=0$ there is no torque, spin is conserved, and a spin current would have its ordinary meaning. The balance equation there reads $\partial_yJ_{xy}=0$. The current is constant, it is zero at the end wall, and so it is zero throughout that region.

In the same strip, expanded in 80 sine functions and with $\alpha(y)=\tfrac12[1-\tanh((y-15)/0.5)]$, the current is 0.05306 in the middle of the Rashba half. At two points well inside the free half its magnitude is at most $6\times10^{-7}$, about $10^{-5}$ of the bulk value. The balance equation gives zero there for every exact stationary state, so this residue is numerical error. The component $J_{xy}$, which points into the detector, ends at the boundary of the region that supports it. The argument does not cover components that run along the boundary: $J_{yx}$ and $J_{zx}$ reach a short way into the free half as decaying oscillations ($J_{yx}\approx3\times10^{-5}$ at $y=19$, where $\alpha\approx10^{-7}$). They are uniform along $x$ and leave no spin behind.

## The bulk current needs spin to be non-conserved

The two Rashba terms play different roles, which appear when they have separate strengths:

$$H=\frac{\hbar^2k^2}{2m}+a_1\sigma_xk_y-a_2\sigma_yk_x.$$

The splitting now depends on direction through $g^2=a_1^2\sin^2\theta+a_2^2\cos^2\theta$, with $\langle\sigma_x\rangle=\lambda a_1\sin\theta/g$. Put $\kappa_\theta=mg/\hbar^2$, $q^2=2m\mu/\hbar^2$ and $K_\theta^2=\kappa_\theta^2+q^2$. For $\mu>0$ the radii are $K_\theta\mp\kappa_\theta$, as before. Since $\hbar^2/(mg)=1/\kappa_\theta$,

$$J_{xy}=\frac{a_1}{8\pi^2}\int_0^{2\pi}d\theta\left[\frac{2\sin^2\theta}{3\kappa_\theta}(k_+^3-k_-^3)+k_+^2+k_-^2\right]\frac12.$$

Inserting the radii turns the bracket, with its factor $\tfrac12$, into

$$q^2(1-2\sin^2\theta)+2\kappa_\theta^2-\frac83\kappa_\theta^2\sin^2\theta.$$

The $q^2$ term averages to zero. With $\overline{\sin^4\theta}=3/8$ and $\overline{\sin^2\theta\cos^2\theta}=1/8$, the rest averages to

$$\frac{m^2}{\hbar^4}\left[a_1^2+a_2^2-\frac{3a_1^2+a_2^2}{3}\right]=\frac{2m^2a_2^2}{3\hbar^4}.$$

Multiplication by $2\pi a_1/8\pi^2$ gives

$$J_{xy}=\frac{m^2a_1a_2^2}{6\pi\hbar^4}.$$

At $a_2=0$ the component $s_x$ is conserved. Electrons with $\sigma_x=\pm1$ then fill two displaced parabolas, each with zero mean velocity, and $J_{xy}=0$. In the infinite plane the equilibrium current of this model vanishes in the case where it could be read as transport of a conserved quantity. A sample closed on itself along $y$ is different: there the discrete $k_y$ allow a persistent spin current at $a_2=0$, which circulates and has no end at which to collect. It appears together with $a_2$, the coefficient that produces the torque.

## One occupied branch: a spin current of standing electrons

The cubic law fails for $-\hbar^2\kappa^2/2m<\mu<0$. Only the lower branch is then occupied, in the ring $\kappa-K<k<\kappa+K$. With $\lambda=-1$, the differences of cubes and squares are $6\kappa^2K+2K^3$ and $4\kappa K$, so

$$J_{xy}=\frac{\hbar^2}{4\pi m}\left[-\frac{6\kappa^2K+2K^3}{6}+2\kappa^2K\right]=\frac{\hbar^2}{4\pi m}\left(\kappa^2K-\frac{K^3}{3}\right).$$

At $\mu=0$, $K=\kappa$ and the two formulas agree. Near the band bottom $K\to0$, the density is $n=4\kappa K/4\pi=\kappa K/\pi$, and $J_{xy}\to\alpha n/4$. The occupied states then lie at the energy minimum $k=\kappa$, where the group velocity $\hbar^{-1}\partial E/\partial k$ vanishes. No electron wave packet built there moves, yet the spin current per electron is $\alpha/4$. The operator average $\langle\tfrac12\{\sigma_x,v_y\}\rangle$ is not the product $\langle\sigma_x\rangle\langle v_y\rangle$; their difference, multiplied by $\hbar/2$, is $\tfrac\alpha2(1-\langle\sigma_x\rangle^2)$, whose angular average is $\alpha/4$. For the quantum well above this regime is remote: it needs $n<\kappa^2/\pi=3.5\times10^{9}\ \mathrm{cm^{-2}}$, and the band minimum is only 0.105 meV, or 1.2 K, deep.

Temperature mixes the two regimes. A Fermi function is a weighted sum of sharp steps, so $J(\mu,T)=\int d\mu'\,J(\mu',0)(-\partial f/\partial\mu')$, with $f$ evaluated at energy $\mu'$. For the quantum well at fixed density, the current changes by about 0.01% at 77 K. At 300 K, $\mu$ drops to 57 meV and the current is 0.90 of its zero-temperature value.

## How far a real well departs from the model

The chosen mass, density and coupling are plausible for InAs-type wells, but $\alpha$ varies widely with design and gate voltage, and the current follows its cube. Halving $\alpha$ at fixed $m$ and $\mu$ lowers it eightfold.

Crystal asymmetry adds the linear Dresselhaus term $\beta(\sigma_xk_x-\sigma_yk_y)$. In axes $u,v$ turned by 45°, it equals $-\beta(\sigma_uk_v+\sigma_vk_u)$, while the Rashba term keeps its form. Thus $a_1=\alpha-\beta$ and $a_2=\alpha+\beta$. Transforming back gives $J_{xy}=\tfrac12(J_{uv}-J_{vu})$, where exchanging the axes gives $J_{vu}=-m^2a_1^2a_2/(6\pi\hbar^4)$. Hence

$$J_{xy}=\frac{m^2}{6\pi\hbar^4}\frac{a_1a_2(a_1+a_2)}{2}=\frac{m^2\alpha(\alpha^2-\beta^2)}{6\pi\hbar^4}.$$

For a rough $\beta=3$ meV nm this lowers the current by 2%.

The parabolic band with constant $\alpha$ is the assumption that matters most among those sized here. For an isotropic band $\varepsilon(k)$ with constant $\alpha$,

$$J_{xy}=\frac1{4\pi}\int k\,dk\sum_\lambda\left(\frac{\lambda}{2}\frac{d\varepsilon}{dk}+\alpha\right)f(\varepsilon+\lambda\alpha k).$$

Expand in $\alpha$. The linear term is $(\alpha/4\pi)\int d(k^2f)=0$, so its cancellation does not need a parabola. The cubic term is

$$\frac{\alpha^3}{4\pi}\int dk\left[\frac{k^4}{6}\frac{df''}{dk}+k^3f''\right]=\frac{\alpha^3}{12\pi}\int k^3f''\,dk=\frac{\alpha^3}{12\pi}\left.\frac{dG}{d\varepsilon}\right|_{\mu},\quad G=\frac{k^3}{d\varepsilon/dk},$$

where primes on $f$ denote energy derivatives, the integrations are by parts, and the last form is for $T=0$. For $\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/2m$ one finds $G=(2m^2/\hbar^4)(\varepsilon+3\varepsilon^2/E_g+2\varepsilon^3/E_g^2)$. The parabolic result is thus multiplied by $1+6x+6x^2$, with $x=\mu/E_g$. At the same density and a rough $E_g=400$ meV, $\mu\approx53$ meV and the factor is 1.9. Part of it reflects the heavier mass at the Fermi level; if $0.04\,m_e$ already describes that mass, the factor is 1.2. These values hold $\alpha$ constant, but the band mixing that bends the band also makes $\alpha$ fall with energy, and this works the other way. With $\alpha=20$ meV nm at the Fermi level, the factor 1.9 becomes 1.0 for $\alpha\propto1/(1+2\varepsilon/E_g)$ and 0.7 for the rough form $\alpha\propto(\varepsilon+E_g)^{-2}-(\varepsilon+E_g+\Delta)^{-2}$ with $\Delta=380$ meV. The latter gives 0.3 if $0.04\,m_e$ is the Fermi-level mass.

The value of 355 spins per µm per ns is therefore multiplied by a factor between about 0.3 and 1.9 by the band-shape corrections sized here, for these inputs; disorder and interactions between electrons have not been sized. The spin density it leaves at an edge is zero for either band shape, because that result rests on equilibrium and time reversal and not on the size of the current.
